# Vacancy concentration in copper under hydrostatic tension: a program that tests the result

```python
"""
Result under test: hydrostatic tension sigma multiplies the equilibrium vacancy
site fraction c of a crystal by exp(sigma*Omega/kT), if the vacancy has no
relaxation volume and its sources and sinks carry the traction sigma.
Omega: atomic volume; k: Boltzmann constant; T: temperature;
g0: vacancy formation free energy at zero stress; V_f: formation volume.
Internal units: eV and angstrom. Material inputs are rough values for copper.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize

# ---------- inputs ----------
temperature = 473.0          # K
stress_mpa = 500.0           # MPa, tension positive
density = 8.9                # g/cm3, rough
molar_mass = 63.5            # g/mol
bulk_modulus_gpa = 140.0     # GPa, rough
g0 = 1.2                     # eV, rough
relaxation_fraction = -0.25  # relaxation volume / Omega, rough
expansion = 1.7e-5           # 1/K, linear thermal expansion, rough
pair_binding = 0.15          # eV, binding of two adjacent vacancies, rough

GPA = 1e9 * 1e-30 / const.e  # one GPa in eV per cubic angstrom
kT = const.k * temperature / const.e
omega = molar_mass / (density * const.N_A) * 1e24
sigma = stress_mpa * 1e-3 * GPA
work = sigma * omega
exponent = work / kT
factor = np.exp(exponent)
c_zero = np.exp(-g0 / kT)
c_stressed = np.exp(-(g0 - work) / kT)


# ---------- counting test: explicit sum over the number of vacancies ----------
def mean_site_fraction(formation_energy, atoms=1e15, n_max=3000):
    """Thermal mean of n/(atoms+n), weights from the number of arrangements."""
    n = np.arange(n_max + 1)
    log_steps = np.log((atoms + n[1:]) / n[1:]) - formation_energy / kT
    log_weight = np.concatenate(([0.0], np.cumsum(log_steps)))
    weight = np.exp(log_weight - log_weight.max())
    assert weight[-1] < 1e-20
    return np.sum(weight * n / (atoms + n)) / np.sum(weight)


sum_zero = mean_site_fraction(g0)
sum_stressed = mean_site_fraction(g0 - work)
assert abs(sum_zero / c_zero - 1) < 1e-6
assert abs(sum_stressed / sum_zero / factor - 1) < 1e-6

# ---------- mechanical test: fcc crystal with nearest-neighbour bonds ----------
cells = 3
lattice = (4 * omega) ** (1 / 3)
basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
corners = np.array([[i, j, k] for i in range(cells)
                    for j in range(cells) for k in range(cells)])
sites = (corners[:, None, :] + basis[None, :, :]).reshape(-1, 3)
n_sites = len(sites)
separation = sites[None, :, :] - sites[:, None, :]
separation -= cells * np.round(separation / cells)
distance = np.linalg.norm(separation, axis=2)
first, second = np.where(np.triu(np.abs(distance - np.sqrt(.5)) < 1e-6))
bond_vectors = lattice * separation[first, second]
assert len(first) == 6 * n_sites

bond_length = lattice / np.sqrt(2)
bond_depth = g0 / 6          # 12 bonds broken, 6 regained at the boundary
bond_stiffness = bulk_modulus_gpa * GPA * bond_length * 9 * np.sqrt(2) / 12
morse_alpha = np.sqrt(bond_stiffness / (2 * bond_depth))
volume_zero = n_sites * omega
SCALE = 30.0                 # conditions the cell-size variable


def relaxed_crystal(load, vacancy):
    """Minimum of energy - load*volume over all positions and the cell size."""
    keep = (first != 0) if vacancy else np.ones(len(first), bool)
    if vacancy:
        keep &= second != 0
    a, b, vectors = first[keep], second[keep], bond_vectors[keep]

    def enthalpy(x):
        shift, s = x[:-1].reshape(-1, 3), 1 + x[-1] / SCALE
        d = s * (vectors + shift[b] - shift[a])
        r = np.linalg.norm(d, axis=1)
        decay = np.exp(-morse_alpha * (r - bond_length))
        value = np.sum(bond_depth * (1 - decay) ** 2)
        value -= load * volume_zero * (s ** 3 - 1)
        slope = 2 * bond_depth * morse_alpha * (1 - decay) * decay
        force = (slope * s / r)[:, None] * d
        grad = np.zeros_like(shift)
        np.add.at(grad, b, force)
        np.add.at(grad, a, -force)
        grad_s = np.sum(slope * r) / s - 3 * load * volume_zero * s ** 2
        return value, np.append(grad.ravel(), grad_s / SCALE)

    start = np.zeros(3 * n_sites + 1)
    result = minimize(enthalpy, start, jac=True, method="BFGS",
                      options={"gtol": 1e-6, "maxiter": 1000})
    assert np.max(np.abs(result.jac)) < 2e-5
    volume = volume_zero * (1 + result.x[-1] / SCALE) ** 3
    total = result.fun - bond_depth * len(a) - load * volume_zero
    return total, volume


def vacancy_at_load(load):
    """Formation enthalpy and volume, site volume, and cost of plain removal."""
    h_perfect, v_perfect = relaxed_crystal(load, False)
    h_vacancy, v_vacancy = relaxed_crystal(load, True)
    share = (n_sites - 1) / n_sites
    return (h_vacancy - share * h_perfect, v_vacancy - share * v_perfect,
            v_perfect / n_sites, h_vacancy - h_perfect)


g_a, vf_a, site_a, removal_a = vacancy_at_load(0.0)
g_b, vf_b, site_b, removal_b = vacancy_at_load(sigma)
crystal_drop = g_a - g_b
crystal_factor = np.exp(crystal_drop / kT)
free_surface_drop = removal_a - removal_b
# elastic response has the intended bulk modulus (rest: anharmonicity)
assert abs((site_b / site_a - 1) * bulk_modulus_gpa * GPA / sigma - 1) < 0.05
# no relaxation volume at zero stress; free energy falls by sigma*Omega
assert abs(vf_a / omega - 1) < 1e-4
# allowed difference: terms of relative order sigma/B, about 0.4 percent each
assert abs(crystal_drop / work - 1) < 0.02
# atom sent to a traction-free surface: no first-order change
assert abs(free_surface_drop / work) < 0.02

# Strong tension: formation volume, not site volume, sets the slope
low, middle, high = (vacancy_at_load(p * GPA) for p in (4.9, 5.0, 5.1))
slope_volume = (low[0] - high[0]) / (0.2 * GPA)
assert abs(slope_volume / middle[1] - 1) < 2e-3
assert abs(middle[1] / middle[2] - 1) > 0.03

# ---------- sizes of neglected effects ----------
factor_relaxed = np.exp(exponent * (1 + relaxation_fraction))
factor_expanded = np.exp(exponent * (1 + 3 * expansion * (temperature - 293)))
factor_400 = np.exp(400e-3 * GPA * omega / kT)
factor_600 = np.exp(600e-3 * GPA * omega / kT)
# each site has 12 neighbours: share of vacancies that sit in pairs
paired_share = 12 * c_stressed * np.exp(pair_binding / kT)
assert paired_share < 1e-6
atoms_per_um3 = 1e12 / omega

# ---------- output ----------
print(f"temperature: {temperature:.0f} K")
print(f"hydrostatic tension: {stress_mpa:.0f} MPa")
print(f"density (rough input): {density:.1f} g/cm3")
print(f"molar mass: {molar_mass:.1f} g/mol")
print(f"bulk modulus (rough input): {bulk_modulus_gpa:.0f} GPa")
print(f"formation free energy at zero stress (rough input): {g0:.1f} eV")
print(f"atomic volume Omega: {omega * 1e-3:.5f} nm3")
print(f"work sigma*Omega: {work:.5f} eV")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"exponent sigma*Omega/kT: {exponent:.4f}")
print(f"vacancy enhancement factor: {factor:.3f}")
print(f"factor under equal compression: {1 / factor:.3f}")
print(f"stress that doubles c: {kT * np.log(2) / omega / GPA * 1e3:.0f} MPa")
print(f"site fraction at zero stress: {c_zero:.2e}")
print(f"site fraction under tension: {c_stressed:.2e}")
print(f"mean vacancies per um3, zero stress: {c_zero * atoms_per_um3:.4f}")
print(f"mean vacancies per um3, tension: {c_stressed * atoms_per_um3:.4f}")
print(f"factor from explicit sum over n: {sum_stressed / sum_zero:.3f}")
print(f"model crystal, number of sites: {n_sites}")
print(f"model crystal, V_f/Omega at zero stress: {vf_a / omega:.4f}")
print(f"model crystal, V_f/Omega at 500 MPa: {vf_b / omega:.4f}")
print(f"model crystal, fall of formation energy: {crystal_drop:.5f} eV")
print(f"model crystal, enhancement factor: {crystal_factor:.3f}")
print(f"model crystal, fall for free surface: {free_surface_drop:.5f} eV")
print(f"free-surface factor: {np.exp(free_surface_drop / kT):.4f}")
print(f"model crystal at 5 GPa, V_f/site volume: {middle[1] / middle[2]:.3f}")
print(f"model crystal at 5 GPa, slope/V_f: {slope_volume / middle[1]:.5f}")
print(f"relaxation volume/Omega (rough input): {relaxation_fraction:.2f}")
print(f"factor with relaxation volume: {factor_relaxed:.2f}")
print(f"linear thermal expansion (rough input): {expansion:.1e} 1/K")
print(f"factor with Omega expanded from 293 K: {factor_expanded:.3f}")
print(f"factor at a boundary carrying 400 MPa: {factor_400:.2f}")
print(f"factor at a boundary carrying 600 MPa: {factor_600:.2f}")
print(f"pair binding energy (rough input): {pair_binding:.2f} eV")
print(f"share of vacancies in pairs: {paired_share:.1e}")
print("tests ok")
```

Printed output:

```
temperature: 473 K
hydrostatic tension: 500 MPa
density (rough input): 8.9 g/cm3
molar mass: 63.5 g/mol
bulk modulus (rough input): 140 GPa
formation free energy at zero stress (rough input): 1.2 eV
atomic volume Omega: 0.01185 nm3
work sigma*Omega: 0.03697 eV
thermal energy kT: 0.04076 eV
exponent sigma*Omega/kT: 0.9071
vacancy enhancement factor: 2.477
factor under equal compression: 0.404
stress that doubles c: 382 MPa
site fraction at zero stress: 1.64e-13
site fraction under tension: 4.06e-13
mean vacancies per um3, zero stress: 0.0138
mean vacancies per um3, tension: 0.0342
factor from explicit sum over n: 2.477
model crystal, number of sites: 108
model crystal, V_f/Omega at zero stress: 1.0000
model crystal, V_f/Omega at 500 MPa: 1.0135
model crystal, fall of formation energy: 0.03722 eV
model crystal, enhancement factor: 2.492
model crystal, fall for free surface: 0.00018 eV
free-surface factor: 1.0044
model crystal at 5 GPa, V_f/site volume: 1.136
model crystal at 5 GPa, slope/V_f: 1.00001
relaxation volume/Omega (rough input): -0.25
factor with relaxation volume: 1.97
linear thermal expansion (rough input): 1.7e-05 1/K
factor with Omega expanded from 293 K: 2.498
factor at a boundary carrying 400 MPa: 2.07
factor at a boundary carrying 600 MPa: 2.97
pair binding energy (rough input): 0.15 eV
share of vacancies in pairs: 1.9e-10
tests ok
```
